# Transverse relaxation slower than longitudinal: why T2 may reach 2T1

A 90° pulse turns the magnetization of a spin-½ sample into the transverse plane. The transverse part then decays with time constant $T_2$, while the part along the static field recovers with time constant $T_1$. A fluctuating field that can tip a spin towards or away from the static field also disturbs its transverse direction, and a field fluctuating along the static field dephases the spins without tipping them. It seems to follow that transverse magnetization must be lost at least as fast as longitudinal magnetization recovers, so that $T_2\le T_1$.

The flaw is quantitative. Tipping processes do contribute to transverse decay, but for a weak fluctuating field, with relaxation slow compared with precession, they do so with only half the rate they contribute to longitudinal relaxation. A random field stronger across the static field than along it makes this visible.

## A field that fluctuates mainly sideways

Let the magnetization $\mathbf M$ of one spin packet obey

$$\frac{d\mathbf M}{dt}=\boldsymbol\Omega\times\mathbf M,\qquad \boldsymbol\Omega=(b_x,\;b_y,\;\omega_0+b_z).$$

The static field lies along $z$, with the sense of $z$ chosen so that $\omega_0>0$. The $b_i(t)$ are fluctuating fields expressed as angular frequencies. They are independent of each other, have zero mean, and satisfy

$$\langle b_i(t)b_i(t-\tau)\rangle=w_i^2e^{-\tau/\tau_c},\qquad \tau\ge0 .$$

In the frame rotating at $\omega_0$ the static term disappears. With $\theta=\omega_0t$, the field components there are

$$b'_x=b_x\cos\theta+b_y\sin\theta,\quad b'_y=-b_x\sin\theta+b_y\cos\theta,\quad b'_z=b_z .$$

From here to the end of this section $\mathbf M$ means the magnetization in the rotating frame. Integrating $d\mathbf M/dt=\mathbf b'\times\mathbf M$ once and inserting the result on the right gives

$$\frac{d\mathbf M}{dt}=\mathbf b'(t)\times\mathbf M(0)+\int_0^t\mathbf b'(t)\times[\mathbf b'(t-\tau)\times\mathbf M(t-\tau)]\,d\tau .$$

The first term averages to zero, because the field has zero mean and is independent of the initial magnetization. Suppose now that the field is weak, $w_i\tau_c\ll1$. Then $\mathbf M$ hardly changes during $\tau_c$, and to second order in the field $\mathbf M(t-\tau)$ may be replaced by the average $\langle\mathbf M(t)\rangle$. For $t\gg\tau_c$ the upper limit may be set to infinity. Writing $\mathbf b=\mathbf b'(t)$ and $\mathbf c=\mathbf b'(t-\tau)$, we use

$$\mathbf b\times(\mathbf c\times\mathbf M)=\mathbf c\,(\mathbf b\cdot\mathbf M)-\mathbf M\,(\mathbf b\cdot\mathbf c).$$

**Longitudinal part.** In the $z$ component the terms $b_zc_zM_z$ cancel. Products of $c_z$ with $b_x$ or $b_y$ average to zero, which leaves $-\langle b_xc_x+b_yc_y\rangle M_z$. Inserting the rotating components gives

$$\langle b_xc_x+b_yc_y\rangle=(w_x^2+w_y^2)e^{-\tau/\tau_c}\cos\omega_0\tau .$$

Since $\int_0^\infty e^{-\tau/\tau_c}\cos\omega_0\tau\,d\tau=\tau_c/(1+\omega_0^2\tau_c^2)$,

$$\frac1{T_1}=\frac{(w_x^2+w_y^2)\,\tau_c}{1+\omega_0^2\tau_c^2}.$$

**Transverse part.** In the $x$ component the terms $b_xc_xM_x$ cancel, leaving

$$-\langle b_yc_y+b_zc_z\rangle M_x+\langle b_yc_x\rangle M_y .$$

If relaxation is slow compared with precession, these correlations may be averaged over $\theta$. The average of $\sin\theta\sin(\theta-\omega_0\tau)$, and likewise that of the two cosines, is $\tfrac12\cos\omega_0\tau$. Hence

$$\overline{\langle b_yc_y\rangle}=\tfrac12(w_x^2+w_y^2)e^{-\tau/\tau_c}\cos\omega_0\tau ,$$

which is half the sum that relaxed $M_z$. The field along $z$ contributes $\int_0^\infty w_z^2e^{-\tau/\tau_c}d\tau=w_z^2\tau_c$. Therefore

$$\frac1{T_2}=\frac1{2T_1}+w_z^2\tau_c .$$

The remaining term has $\overline{\langle b_yc_x\rangle}=-\tfrac12(w_x^2+w_y^2)e^{-\tau/\tau_c}\sin\omega_0\tau$. The $y$ equation contains the same term with opposite sign, so together they rotate the transverse magnetization. This shifts the precession frequency slightly and causes no decay.

The factor ½ has a simple geometrical meaning. A field component turns only magnetization perpendicular to it. Both transverse components turn $M_z$, but $M_x$ is turned by just one of them, $b'_y$. The other transverse component is parallel to it and does nothing.

Unless it fluctuates only along $z$, this classical field drives the magnetization to zero. Recovery towards thermal equilibrium at a finite temperature needs a thermal bath, whose effect enters the Bloch equations below as an equilibrium value.

## Numbers, and the isotropic special case

Take $w_x=w_y=w$ and $w_z=sw$. Dividing the two rates gives

$$\frac{T_2}{T_1}=\frac{2}{1+s^2(1+\omega_0^2\tau_c^2)} .$$

Choose as model parameters a precession frequency of 100 MHz, $\tau_c=0.5$ ns and $w=10^6$ rad/s. Then $\omega_0\tau_c=0.314$ and $w\tau_c=5\times10^{-4}$, so the field is weak. The longitudinal rate is

$$\frac1{T_1}=\frac{2\,(10^6)^2(0.5\times10^{-9})}{1+0.314^2}\ \text{s}^{-1}=910\ \text{s}^{-1},\qquad T_1=1.10\ \text{ms}.$$

This is far below $\omega_0=6.28\times10^8$ rad/s, as the averaging over precession requires. For $s=0.2$ the field along $z$ adds $(0.2\times10^6)^2(0.5\times10^{-9})=20$ s⁻¹ to half of $1/T_1$, so $1/T_2=455+20=475$ s⁻¹. Other values of $s$ follow in the same way:

| $s$ | $T_2$ (ms) | $T_2/T_1$ |
|---|---|---|
| 1.0 | 1.05 | 0.953 |
| 0.5 | 1.72 | 1.569 |
| 0.2 | 2.10 | 1.916 |
| 0.1 | 2.17 | 1.978 |
| 0 | 2.20 | 2.000 |

To second order in the field, $T_1$ is the same in every row, because $b_z$ does not turn $M_z$. Removing the longitudinal fluctuations lengthens $T_2$ until only the tipping contribution is left. The two times are equal at $s=1/\sqrt{1+\omega_0^2\tau_c^2}=0.954$, so a modest anisotropy is enough here to make $T_2$ the longer one.

For an isotropic field, $s=1$, the ratio becomes $2/(2+\omega_0^2\tau_c^2)$. It never exceeds 1 and approaches 1 for fast fluctuations, $\omega_0\tau_c\ll1$. At $\omega_0\tau_c=1$ it is 0.667 and at $\omega_0\tau_c=3$ it is 0.182. Thus $T_2\le T_1$ is correct for this isotropic model in weak coupling, but it is a property of the model. In the slow regime, $\omega_0\tau_c\gg1$, tipping is weak because the field has little strength at the precession frequency, while dephasing by $b_z$ is not reduced. To have $T_2>T_1$ there, $s$ must be smaller than about $1/(\omega_0\tau_c)$.

## What the Bloch ball requires

The general question concerns the Bloch equations themselves. Let $\mathbf m$ be the magnetization divided by its value at full polarization, and let $p$ be the equilibrium value of $m_z$, with $|p|\le1$. In the rotating frame

$$\frac{dm_{x,y}}{dt}=-\frac{m_{x,y}}{T_2},\qquad \frac{dm_z}{dt}=-\frac{m_z-p}{T_1}.$$

These equations are assumed to hold from $t=0$ for every initial state. The density matrix of a spin ½ is $\tfrac12(1+\mathbf m\cdot\boldsymbol\sigma)$, where $\boldsymbol\sigma$ are the Pauli matrices. Its eigenvalues $\tfrac12(1\pm|\mathbf m|)$ are probabilities, so $|\mathbf m|\le1$. This is the Bloch ball. The correct statement has three parts:

1. If $T_2\le2T_1$, the ball is preserved for every $p$.
2. For $|p|=1$ this condition is also necessary. For $0<|p|<1$ the ball alone requires the weaker condition $T_2/T_1\le2/(1-\sqrt{1-p^2})$, and for $p=0$ it sets no upper limit.
3. If the spin may be entangled with a second spin that does not relax, $T_2\le2T_1$ is necessary and sufficient for every $p$.

**Sufficiency.** On the surface write $m_z=z$, so that $m_x^2+m_y^2=1-z^2$. Then

$$\frac12\frac{d|\mathbf m|^2}{dt}=-\left[\frac{1-z^2}{T_2}+\frac{z(z-p)}{T_1}\right].$$

If $T_2\le2T_1$, then $1/T_2\ge1/(2T_1)$. Also $-zp\ge-|z|$. The bracket is therefore at least

$$\frac1{T_1}\left[\frac{1-z^2}{2}+z^2-|z|\right]=\frac{(1-|z|)^2}{2T_1}\ge0 .$$

No surface point moves outwards. To exclude escape where the bound is zero, add a small extra decay $-\varepsilon\mathbf m$ to the equations. The derivative on the surface is then at most $-\varepsilon$, so no trajectory can cross it. Letting $\varepsilon\to0$ gives the result for the original equations, whose solutions depend continuously on $\varepsilon$.

**The limit set by the ball alone.** Take $p>0$; negative $p$ follows by reversing $z$. With $r=T_1/T_2$, the bracket multiplied by $T_1$ is

$$g(z)=(1-r)z^2-pz+r .$$

If $g(z)<0$ anywhere on $[-1,1]$, that surface point leaves the ball at once. Values $r\ge\tfrac12$ have just been shown to be safe. For $r<\tfrac12$ the minimum is at $z=p/[2(1-r)]$, which is below 1, and its value is

$$g_{\min}=r-\frac{p^2}{4(1-r)} .$$

This is non-negative when $4r(1-r)\ge p^2$, which for $r<\tfrac12$ means $r\ge\tfrac12(1-\sqrt{1-p^2})$. Since $T_2/T_1=1/r$, the limit in part 2 follows. For $p=1$ no $r<\tfrac12$ qualifies, and the limit is 2. For $p=0$, $g(z)=(1-r)z^2+r$ is positive for every $r$ between 0 and ½.

The limit is 5.0 at $p=0.8$ and 399 at $p=0.1$. For a spin ½ in thermal equilibrium, the Boltzmann populations of two levels separated by $h\nu$ give $|p|=\tanh(h\nu/2k_BT)$. At 100 MHz and 298 K this is $8.05\times10^{-6}$, and the ball alone would permit $T_2/T_1$ up to $6\times10^{10}$. At ordinary polarizations the ball is therefore not what enforces $2T_1$.

A smaller ball does lead to the factor 2. Measured in units of the equilibrium magnetization $M_0$, the Bloch equations have the form with $p=1$. Hence the ball $|\mathbf M|\le M_0$ is preserved if and only if $T_2\le2T_1$. After a 90° pulse with $T_2=2T_1$, for example, let $u=e^{-t/T_1}$. The squared transverse part is $e^{-2t/T_2}=u$ in units of $M_0^2$, so

$$\frac{|\mathbf M|^2}{M_0^2}=(1-u)^2+u=1-u+u^2 .$$

The length falls to $\sqrt{3/4}=0.866$ of $M_0$ at $u=\tfrac12$, or $t=0.693\,T_1$, and then returns to $M_0$ without exceeding it.

With $T_2=3T_1$ and $p=1$ the ball is violated. Starting on the surface at $m_z=0.685$, after $t=0.5\,T_1$ one finds

$$|\mathbf m|^2=\left[1-e^{-1/2}(1-0.685)\right]^2+e^{-1/3}(1-0.685^2),$$

so $|\mathbf m|=1.017$, and one of the two probabilities is negative.

## Why the factor 2 holds at every polarization

Let the relaxing spin share the state $(|{\uparrow\uparrow}\rangle+|{\downarrow\downarrow}\rangle)/\sqrt2$ with an idle spin, the relaxing spin being written first. Define $e_1=e^{-t/T_1}$ and $e_2=e^{-t/T_2}$. The Bloch equations act on the first spin as follows:

- $|{\uparrow}\rangle\langle{\uparrow}|$ starts with $m_z=1$ and reaches $m_z=p+(1-p)e_1$.
- $|{\downarrow}\rangle\langle{\downarrow}|$ starts with $m_z=-1$ and reaches $m_z=p-(1+p)e_1$.
- $|{\uparrow}\rangle\langle{\downarrow}|$ is purely transverse and is multiplied by $e_2$.

Converting $m_z$ to populations $\tfrac12(1\pm m_z)$, the pair's density matrix contains the block

$$\frac12\begin{pmatrix}a&e_2\\e_2&d\end{pmatrix},\qquad a,d=\tfrac12\left[(1+e_1)\pm p(1-e_1)\right]$$

in the states $|{\uparrow\uparrow}\rangle,|{\downarrow\downarrow}\rangle$. The other two states have populations $\tfrac14(1\pm p)(1-e_1)\ge0$ and no coherences. The block has no negative eigenvalue when $ad\ge e_2^2$, that is, when

$$(1+e_1)^2-p^2(1-e_1)^2\ge4e_2^2 .$$

At short times the left side is $4-4t/T_1$ and the right side $4-8t/T_2$, up to terms in $t^2$. The polarization enters only in those higher terms. The inequality therefore requires $8/T_2\ge4/T_1$, or $T_2\le2T_1$, whatever $p$ is.

Conversely, $T_2\le2T_1$ means $e_2^2\le e_1$. Because $p^2\le1$, the left side is at least $(1+e_1)^2-(1-e_1)^2=4e_1\ge4e_2^2$, so the inequality holds at all times. Any other pure joint state $|{\uparrow}\rangle|u\rangle+|{\downarrow}\rangle|v\rangle$ is obtained from the one above by an operator $K$ on the idle system alone, with $K|{\uparrow}\rangle=\sqrt2|u\rangle$ and $K|{\downarrow}\rangle=\sqrt2|v\rangle$. Since $K$ commutes with the relaxation of the first spin, the relaxed state is $K\rho K^\dagger$, which has no negative eigenvalue if $\rho$ has none. Mixtures follow by addition. This proves part 3.

For $T_2=3T_1$ and $p=0$ the ball is preserved, yet at $t=0.5\,T_1$ the pair has the eigenvalue $\tfrac14(1+e^{-1/2}-2e^{-1/6})=-0.022$. A probability cannot be negative, so these Bloch equations cannot describe a real spin from $t=0$ for every initial state.

## Where the bound itself stops

The proof uses exponential decay from the first instant. A random field with finite $\tau_c$ does not produce it: for $t\ll\tau_c$ the integral over past fields runs only up to $t$, so the decay rate starts from zero. In weak coupling the loss during this initial period is negligible, but for stronger fields it is not.

The late decay can be computed without the weak-field approximation if each transverse component jumps at random between $+w$ and $-w$ at rate $1/(2\tau_c)$, which gives the same correlation function. The average magnetization belonging to each field configuration then obeys linear equations with constant coefficients, and the slowest-decaying eigenvalues of their matrix, found numerically, give the late $T_1$ and $T_2$. With $w_z=0$ and $\omega_0\tau_c=0.314$, the ratio $T_2/T_1$ is 2.000 at $w\tau_c=5\times10^{-4}$, 2.025 at $w\tau_c=0.1$ and 2.110 at $w\tau_c=0.2$. The size and even the sign of this departure from 2 depend on $\omega_0\tau_c$ and on the statistics of the field beyond its correlation function. A Gaussian field with the same correlation function gives 2.020 and 2.083 here, while at $\omega_0\tau_c=3$ and $w\tau_c=0.2$ the ratio is below 2 for both kinds of field, 1.998 for the jumping and 1.949 for the Gaussian one.

The values 2.025 and 2.110 exceed 2 without any negative probability. Each history of the field merely rotates the spin, and an average over rotations turns a valid state, entangled or not, into a valid state. The late time constants describe only the tail of the decay, whereas the condition $T_2\le2T_1$ came from short times. Because the decay starts late, the tail of $M_z$ extrapolated back to $t=0$ begins at 1.016 and 1.072 of the initial value in these two cases, so the decay is not the Bloch exponential that the proof assumed. It binds relaxation that follows the Bloch equations from the start.
